\section*{The binary-encounter-Bethe ionisation cross section: derivation, assumptions and helium}

\section*{The problem}

An electron of kinetic energy $T$ ionises an orbital that holds $N$ electrons, each with binding energy $B$ and mean kinetic energy $U$. The slower outgoing electron has energy $W$, the faster $T-B-W$. The aim is the Kim--Rudd binary-encounter-Bethe (BEB) cross section. It is an interpolation between limits that can be derived, not a theorem, and the modelling choices are labelled M1 to M6. The motion is nonrelativistic, spins are unpolarised, one electron is removed, and orbitals contribute additively. The algebra is in atomic units, where the Rydberg energy is $R=1/2$ and $4\pi a_0^2R^2=\pi$. Reduced variables are
\begin{equation}
t=\frac TB,\quad w=\frac WB,\quad u=\frac UB,\quad S=4\pi a_0^2N\frac{R^2}{B^2}=\frac{\pi N}{B^2}.
\end{equation}
The numerical checks cited are those of the numerical check.

\section*{(a) Two free electrons}

\emph{An electron of speed $v$, $T=v^2/2$, strikes a free electron at rest. Find $d\sigma/dW$.}

\textbf{Solution.} The reduced mass is $1/2$, so the relative wave number is $k=v/2$ and the Sommerfeld parameter is $\eta=1/v$. The starting point is the Coulomb amplitude at centre-of-mass angle $\theta$, with $s=\sin^2(\theta/2)$,
\begin{equation}
\mathcal A(\theta)=-\frac{\eta}{2ks}\,e^{-i\eta\ln s+2i\sigma_0},\qquad \frac{\eta}{2k}=\frac1{v^2}=\frac1{2T}.
\end{equation}
The singlet (weight $1/4$) has a symmetric spatial state and the triplet (weight $3/4$) an antisymmetric one. With $\mathcal A'=\mathcal A(\pi-\theta)$, for which $s\to1-s$,
\begin{align}
\frac{d\sigma}{d\Omega}&=\tfrac14|\mathcal A+\mathcal A'|^2+\tfrac34|\mathcal A-\mathcal A'|^2
=|\mathcal A|^2+|\mathcal A'|^2-\mathrm{Re}\,\mathcal A\mathcal A'^*\nonumber\\
&=\frac1{4T^2}\left[\frac1{s^2}+\frac1{(1-s)^2}-\frac{\cos\!\big(\eta\ln\frac{s}{1-s}\big)}{s(1-s)}\right],
\end{align}
because the cross term carries $2(\tfrac14-\tfrac34)=-1$. The struck electron leaves with laboratory velocity $\tfrac v2(\hat{\mathbf z}-\hat{\mathbf n})$, where $\hat{\mathbf z}\cdot\hat{\mathbf n}=\cos\theta$, so $W=\tfrac12\tfrac{v^2}4(2-2\cos\theta)=Ts$. Since $ds=\tfrac12\sin\theta\,d\theta$, we have $d\Omega=2\pi\sin\theta\,d\theta=4\pi\,dW/T$. Inserting $s=W/T$ cancels $T^2$ and gives the Mott formula
\begin{equation}
\frac{d\sigma}{dW}=\frac\pi T\left[\frac1{W^2}+\frac1{(T-W)^2}-\frac{\cos\!\big(\eta\ln\frac{W}{T-W}\big)}{W(T-W)}\right].
\label{mott}
\end{equation}
The angles $\theta$ and $\pi-\theta$ label the same final state, so $W\le T/2$. Equation (\ref{mott}) is tested against a sum of Coulomb partial waves with phases $\arg\Gamma(l+1+i\eta)$.

M1 sets the cosine to one, which is exact at $W=T/2$ and accurate where $\eta|\ln(W/(T-W))|\ll1$. As $W/T\to0$ the cosine may differ from one, but the interference term is then of relative order $W/T$ and the error vanishes. In between the error grows with $\eta$: the smallest ratio of M1 to (\ref{mott}) over $W$ is $0.96$ at $T=100$ eV, $0.89$ at $30$ eV and $0.76$ at $10$ eV, reached at $W/T\approx0.15$--$0.2$. At $T=100$ eV, $\eta=0.369$; at $W=25$ eV the cosine is $0.919$ and M1 gives $0.9665$ of the value of (\ref{mott}).

\section*{(b) A moving, bound target}

\emph{M2: on entering the atom the projectile gains $U+B$, so that $v_1^2/2=T_1=T+U+B$. It meets a free electron with $v_2^2/2=U$ and isotropic velocity, and each electron loses $U+B$ on leaving. Find the distribution of the energy transfer $E$, its range of validity, and the form with exchange.}

\textbf{Solution.} Let momentum $\mathbf q$ pass to the target. The matrix element of $1/r_{12}$ is $4\pi/q^2$. Multiplied by the reduced mass $1/2$ and divided by $2\pi$ it is $1/q^2$, which with $q^2=4k^2s$ and $\eta=1/(2k)$ equals the modulus $\eta/(2ks)$ of the Coulomb amplitude, so first order gives the exact rate. The golden rule, divided by the flux $v_1$ relative to the atom, has the weight $2\pi(4\pi/q^2)^2d^3q/(2\pi)^3=4\,d^3q/q^4$. The projectile loses $\mathbf v_1\!\cdot\mathbf q-q^2/2$ and the target gains $\mathbf v_2\!\cdot\mathbf q+q^2/2$; fixing both to $E$,
\begin{equation}
\frac{d\sigma}{dE}=\frac1{v_1}\int\frac{4\,d^3q}{q^4}\,
\delta\!\big(E-\mathbf v_1\!\cdot\mathbf q+\tfrac{q^2}2\big)
\Big\langle\delta\!\big(E-\mathbf v_2\!\cdot\mathbf q-\tfrac{q^2}2\big)\Big\rangle .
\end{equation}
The average over directions of $\mathbf v_2$ is $\tfrac12\int d\mu\,\delta(\ldots-v_2q\mu)=1/(2v_2q)$ if $|E-q^2/2|\le v_2q$, that is for $v_2'-v_2\le q\le v_2'+v_2$ with $v_2'^2=v_2^2+2E$. The integral over directions of $\mathbf q$ gives $2\pi/(v_1q)$ if $E+q^2/2\le v_1q$, that is for $v_1-v_1'\le q\le v_1+v_1'$ with $v_1'^2=v_1^2-2E$. The ends of each interval multiply to $2E$, so the first lies inside the second when $v_2+v_2'\le v_1+v_1'$. For $E\le T_1-U$ one has $v_2'\le v_1$ and $v_2\le v_1'$, and this holds. With $q_\pm=v_2'\pm v_2$,
\begin{align}
\frac{d\sigma}{dE}&=\frac{4\pi}{v_1^2v_2}\int_{q_-}^{q_+}\frac{dq}{q^4}
=\frac{2\pi}{3T_1v_2}\,\frac{q_+^3-q_-^3}{(2E)^3},\\
q_+^3-q_-^3&=6v_2'^2v_2+2v_2^3=v_2(8v_2^2+12E)=v_2(16U+12E),\\
\frac{d\sigma}{dE}&=\frac\pi{T_1}\left[\frac1{E^2}+\frac{4U}{3E^3}\right].
\label{be}
\end{align}
A quadrature of the centre-of-mass Rutherford cross section at $U/T_1=0.3$ gives, as averages with a smooth weight, $1.00000$ times (\ref{be}) for $E/T_1$ between $0.10$ and $0.60$, inside the window, and $0.627$ times it for $E/T_1$ between $0.72$ and $0.96$, outside.

If the electron of energy $W$ is the target, $W=U+E-(U+B)$ and $E=W+B$. If it is the projectile, $W=T_1-E'-(U+B)$ and $E'=T-W$. Both transfers are below $T+B=T_1-U$, so (\ref{be}) applies to each. As part of M2, the interference term of (\ref{mott}) is carried over with $W\to E$, $T-W\to E'$. With $\epsilon=w+1$, $\epsilon'=t-w$, $d\sigma/dw=B\,d\sigma/dW$ and $N$ targets,
\begin{equation}
\frac{d\sigma}{dw}=\frac{S}{t+u+1}\left[\frac1{\epsilon^2}+\frac1{\epsilon'^2}-\frac1{\epsilon\epsilon'}+\frac{4u}3\Big(\frac1{\epsilon^3}+\frac1{\epsilon'^3}\Big)\right].
\label{sym}
\end{equation}
The slower electron has $W\le(T-B)/2$, so $1\le\epsilon\le(t+1)/2$, and $\epsilon+\epsilon'=t+1$.

\section*{(c) Fast collisions}

\emph{In the first Born approximation, find the terms in $\ln T$ of $d\sigma/dw$, of the ionisation cross section, and of the stopping cross section $\int E\,d\sigma$, divided into ionising and discrete parts.}

\textbf{Solution.} For excitation energy $E$, let $k^2=2T$, $k'^2=2(T-E)$ and $F=\langle n|\sum_je^{i\mathbf q\cdot\mathbf r_j}|0\rangle$. The transform of $1/|\mathbf r-\mathbf r_j|$ is $4\pi e^{i\mathbf q\cdot\mathbf r_j}/q^2$, so the amplitude is $-(1/2\pi)(4\pi/q^2)F=-2F/q^2$. From $q^2=k^2+k'^2-2kk'\cos\theta$ follows $d\Omega=2\pi q\,dq/(kk')$, and
\begin{equation}
d\sigma=\frac{k'}k\frac{4|F|^2}{q^4}\frac{2\pi q\,dq}{kk'}=\frac{4\pi|F|^2dq}{Tq^3}=\frac\pi{TE}\,f(q)\,d\ln q^2,
\qquad f(q)=\frac{2E|F|^2}{q^2}.
\end{equation}
The generalized oscillator strength $f(q)$ tends to the dipole strength $f$ as $q\to0$ and decays at large $q$. The lower limit is $q_{\min}=k-k'=2E/(k+k')\approx E/k$, so $\ln q_{\min}^2=-\ln T+\ln(E^2/2)$. At fixed $E$ and large $T$ the integral is therefore $f\ln T$ plus a constant. For the continuum, $f\to(df/dE)\,dE=(df/d\epsilon)\,d\epsilon$, and with $T=tB$, $E=\epsilon B$,
\begin{equation}
\frac{d\sigma}{dw}\to\frac{\pi\ln t}{B^2t\,\epsilon}\frac{df}{d\epsilon}=\frac{S\ln t}{t}\,g(\epsilon),\qquad g(\epsilon)=\frac1{N\epsilon}\frac{df}{d\epsilon}.
\label{bethe}
\end{equation}
Writing $\ln t$ for $\ln T$ alters the constant alone. Define over the continuum $N_i=\int df$, $M_i^2=\int(R/E)\,df$ and $Q=2BM_i^2/(NR)$. Then
\begin{equation}
\int_1^\infty\!\epsilon g\,d\epsilon=\frac{N_i}N,\qquad
\int_1^\infty\! g\,d\epsilon=\frac BN\int\frac{df}E=\frac{BM_i^2}{NR}=\frac Q2,
\label{mom}
\end{equation}
and $\sigma\to(S/t)(Q/2)\ln t$.

The stopping is $(\pi/T)\sum_n\int f_n(q)\,d\ln q^2$. The Bethe sum rule $\sum_nf_n(q)=N$ holds at each $q$ if the $N$ electrons are all those of the atom. For one orbital among several filled ones, transitions into the other filled orbitals are blocked, only the sum over all electrons is fixed, and the value $N$ per orbital is an assumption that goes with additivity. The variable $q$ runs from order $1/k$ to order $k$, a range $\ln k^4=2\ln T+\text{const}$. The total is $(\pi N/T)\,2\ln t=(SB/t)\,2\ln t$. A discrete $f_n(q)$ decays beyond a fixed $q$ and collects the lower logarithm alone, weighted by $\sum_nf_n=N-N_i$. In units of $(SB/t)\ln t$ the discrete share is $1-N_i/N$ and the ionising share $1+N_i/N$.

These coefficients are tested with the closed-form $f(q)$ of hydrogen, where $N_i=0.4350$ and $M_i^2=0.2834$. The Born integrals give the slope $0.2835$ for $\sigma T/(4\pi a_0^2R)$ against $\ln T$, and stopping slopes $1.4351$ (ionising) and $0.5650$ (discrete).

\section*{(d) The join}

\emph{M3: in (\ref{sym}) replace $4u/(3\epsilon^3)$ by $g(\epsilon)\ln t$, likewise for $\epsilon'$, and multiply the Mott terms by a constant $a$. Motivate the replacement and determine $a$ from the stopping.}

\textbf{Solution.} Equation (\ref{sym}) contains no $\ln t$ and cannot meet (\ref{bethe}). For $E\ll U$, $q_-\approx E/v_2$, and the lower limit alone gives $2\pi q_-^{-3}/(3T_1v_2)=4\pi U/(3T_1E^3)$. For such small $E$ the $E^{-3}$ term thus comes from $q\ll v_2$, where a bound electron responds as a dipole and not as a free particle. The motivation is partial, since $E\ge B$, and in hydrogen and helium $U$ is comparable with $B$, so that $E\ll U$ is not met. At large $E$ the discarded term is real: for hydrogen at $E=800B\ll T$ the Born value of $[E^2(T/\pi)\,d\sigma/dE-1]E/U$ is $1.34$, tested against $4/3$. The joined form, whose dipole part vanishes at $t=1$, is
\begin{equation}
\frac{d\sigma}{dw}=\frac{S}{t+u+1}\left\{a\left[\frac1{\epsilon^2}+\frac1{\epsilon'^2}-\frac1{\epsilon\epsilon'}\right]+\ln t\,\big[g(\epsilon)+g(\epsilon')\big]\right\}.
\label{join}
\end{equation}
Its stopping is $B\int_1^{(t+1)/2}\epsilon\,(d\sigma/dw)\,d\epsilon$. The first term gives $\ln\frac{t+1}2$. In the second, $\epsilon/\epsilon'^2\le1/\epsilon'\le2/(t+1)$ over a range shorter than $(t+1)/2$, so it stays below one. The third gives $-\int d\epsilon/\epsilon'=-\ln\frac{2t}{t+1}$, which is bounded. The fourth tends to $(N_i/N)\ln t$ by (\ref{mom}). The fifth is at most $\ln t\int_{(t+1)/2}^t\epsilon'g\,d\epsilon'$, which vanishes if $df/d\epsilon$ falls as a power faster than $1/\epsilon$. The stopping is $(SB/t)(a+N_i/N)\ln t$.

M4 equates this with the total of part (c):
\begin{equation}
a=2-N_i/N .
\end{equation}
This charges the energy lost to discrete excitation to ionisation. Matching the ionising share instead gives $a=1$, the Rutherford coefficient. The two values coincide if and only if $N_i=N$. With the true $g$ of hydrogen, (\ref{join}) has stopping slope $1.4351$ for $a=1$, the Born ionising value, and $2.0002$ for $a=2-N_i$, the Born total. For $N_i<N$, M4 overstates $d\sigma/dW$ by the factor $a$ relative to the Rutherford value where $B\ll W\ll T$ and the dipole term $g\ln t$ is negligible beside $1/\epsilon^2$.

\section*{(e) Model spectrum and integration}

\emph{M5: take $df/d\epsilon=N_i/\epsilon^2$. Integrate (\ref{join}) and state how restrictive M5 is.}

\textbf{Solution.} For $df/d\epsilon=b\,\epsilon^{-m}$, $N_i=b/(m-1)$ and, by (\ref{mom}), $Q=2b/(mN)$, so
\begin{equation}
\frac{QN}{N_i}=\frac{2(m-1)}m .
\label{power}
\end{equation}
For $m=2$, $Q=N_i/N$, $a=2-Q$ and $g=Q/\epsilon^3$, which has the shape of the term it replaced, with $4u/3\to Q\ln t$. As $\epsilon$ runs from $1$ to $(t+1)/2$, $\epsilon'$ runs from $t$ down to $(t+1)/2$, so each pair of terms covers $[1,t]$ once:
\begin{align}
\int\Big(\frac1{\epsilon^2}+\frac1{\epsilon'^2}\Big)d\epsilon&=\int_1^t\frac{dx}{x^2}=1-\frac1t,\\
\int\Big(\frac1{\epsilon^3}+\frac1{\epsilon'^3}\Big)d\epsilon&=\int_1^t\frac{dx}{x^3}=\frac12\Big(1-\frac1{t^2}\Big),\\
\int\frac{d\epsilon}{\epsilon\epsilon'}&=\frac1{t+1}\int\Big(\frac1\epsilon+\frac1{\epsilon'}\Big)d\epsilon=\frac{\ln t}{t+1},
\end{align}
the last line using $\epsilon+\epsilon'=t+1$. Hence
\begin{equation}
\sigma=\frac{S}{t+u+1}\left\{\frac Q2\ln t\Big(1-\frac1{t^2}\Big)+(2-Q)\Big[1-\frac1t-\frac{\ln t}{t+1}\Big]\right\}.
\label{beb}
\end{equation}
M6 sets $Q=1$, which under M5 places the whole Thomas--Reiche--Kuhn sum in the continuum. This is BEB; it needs $B$, $U$ and $N$ for each orbital, summed over orbitals with $B<T$. At $Q=1$ the ambiguity of M4 disappears within the model, since $a=1$.

Hydrogen violates M5: $Q=2M_i^2=0.5668$ while $N_i=0.4350$, a ratio of $1.303$, which (\ref{power}) translates into $m=2.87$. One number $Q$ then cannot satisfy both conditions (\ref{mom}).

\section*{(f) Limits}

\emph{Find $\sigma$ near threshold and at high energy, and compare with the Born value for hydrogen.}

\textbf{Solution.} For $t=1+x$ with $x\ll1$: $\ln t\approx x$, $1-t^{-2}\approx2x$, $1-t^{-1}\approx x$ and $\ln t/(t+1)\approx x/2$. The dipole term is $Qx^2$ and the bracket is $x/2$, so
\begin{equation}
\sigma\approx\frac{S(2-Q)}{2(u+2)}\,(t-1).
\label{thr}
\end{equation}
The model treats no correlated escape of two slow electrons from the ion, so this linear law is not the Wannier law. For $t\gg u+1$,
\begin{equation}
t\sigma/S\to\tfrac Q2\ln t+2-Q ,
\end{equation}
independent of $u$. Both limits and (\ref{beb}) are tested against quadrature of (\ref{join}).

For hydrogen $B=U=R$ and $S=4\pi a_0^2$. The Born result has slope $0.2834$ and constant $1.257$. BEB has $0.5$ and $1$; with $Q=0.5668$ the slope is right by definition and the constant is $2-0.5668=1.433$. At $1000$ eV the direct Born cross section, integrated to $W=(T-B)/2$, is $0.1167$ \AA$^2$. BEB gives $0.1434$ \AA$^2$, 23\% above it, and $Q=0.5668$ gives $0.1188$ \AA$^2$, 2\% above it. The closeness of the latter is partly a cancellation: the large-$t$ form with constant $1.433$ would give $0.127$ \AA$^2$, 9\% above the Born value, and the finite-$t$ corrections in (\ref{beb}) lower it. The two curves cross below $1000$ eV: the ratio to the Born value is $0.89$ at $200$ eV, $0.98$ at $500$ eV and $1.05$ at $10$ keV. In hydrogen discrete lines hold $1-0.435=0.565$ of the strength, and M6 assigns the whole strength to the continuum. With hydrogen's own spectral shape this would raise the coefficient of $\ln t$ by the factor $1/0.435=2.30$; the shape M5, which has $QN/N_i=1$ in place of $1.303$, lowers it by the factor $1.303$. Together M5 and M6 make the coefficient too large by the factor $0.5/0.2834=1.76$. The ratio of the $Q=1$ to the $Q=0.5668$ cross section approaches this factor only logarithmically and is $1.21$ at $1000$ eV. At threshold the change in $a=2-Q$ acts the other way: by (\ref{thr}) the ratio there is $1/1.433=0.70$.

\section*{(g) Helium}

\emph{Evaluate BEB for helium from restricted Hartree--Fock (HF) data, and find which inputs and assumptions matter most.}

\textbf{Solution.} With one-electron energy $h$ and Coulomb integral $J$ of the $1s$ orbital, $E_{\rm HF}=2h+J$ and $\varepsilon_{1s}=h+J$. An ion with the orbital frozen has energy $h$, so $B=h-E_{\rm HF}=-\varepsilon_{1s}$ (Koopmans' theorem). Also $U=\langle1s|-\tfrac12\nabla^2|1s\rangle$, and the virial theorem requires $2U=-E_{\rm HF}$. A radial grid and a Gaussian basis, tested against each other, give $E_{\rm HF}=-77.870$ eV, $B=24.979$ eV and $U=38.935$ eV. With $N=2$,
\begin{equation}
S=3.5189\times2\times\Big(\frac{13.6057}{24.9788}\Big)^2=2.0880\ \text{\AA}^2,\qquad u=\frac{38.9351}{24.9788}=1.5587 .
\end{equation}
At $T=100$ eV, $t=4.0034$, $\ln t=1.3871$ and $t+u+1=6.5621$. The dipole term is $\tfrac12(1.3871)(1-4.0034^{-2})=0.6503$, the direct and exchange terms give $0.7502$ and the interference $-0.2772$. Thus
\begin{equation}
\sigma=\frac{2.0880\,(0.6503+0.7502-0.2772)}{6.5621}=\frac{2.0880\times1.1233}{6.5621}=0.357\ \text{\AA}^2=1.28\,a_0^2 .
\end{equation}
At this energy $d\sigma/dW$ falls from $0.0283$ \AA$^2$/eV at $W=0$ to $0.0043$ \AA$^2$/eV at the equal-sharing point $W=37.5$ eV. The maximum of $\sigma$ is $0.361$ \AA$^2$ ($1.29\,a_0^2$) at $117$ eV.

The table lists $\sigma$ in \AA$^2$ for four sets of inputs, with $Q=1$ except in the third column.
\begin{center}
\begin{tabular}{rcccc}
$T$ (eV) & HF & $Q=0.917$ & $\Delta$SCF $B$ & FCI\\
30 & 0.062 & 0.065 & 0.095 & 0.070\\
100 & 0.357 & 0.353 & 0.402 & 0.368\\
1000 & 0.134 & 0.130 & 0.145 & 0.137\\
maximum & 0.361 & 0.356 & 0.404 & 0.371
\end{tabular}
\end{center}

\emph{Dipole spectrum.} Time-dependent HF, tested by its strength sum ($2.00000$) and by its polarizability against a finite field ($0.1959$ \AA$^3$ both ways), gives $N_i/N=0.80$, $M_i^2=0.50$ and $Q=0.917$, with the threshold at the Koopmans $B$. These are TDHF values: electron correlation, in a configuration interaction with $s$, $p$ and $d$ orbitals, moves them to about $N_i/N=0.79$, $M_i^2=0.49$, $Q=0.89$ and $QN/N_i=1.12$, and the polarizability to about $0.205$ \AA$^3$. The ratio $QN/N_i=1.14$ corresponds to $m=2.3$, so helium lies nearer to M5 and M6 than hydrogen does. Equation (\ref{beb}) is linear in $Q$, with slope proportional to the $Q=1$ dipole term minus the bracket. At $100$ eV, lowering $Q$ by $0.083$ changes the brace by $-0.083\,(0.6503-0.7502+0.2772)=-0.015$, or $-1.3\%$ of BEB ($-1.8\%$ with the correlated $Q$). Near threshold the dipole term is of second order, and by (\ref{thr}) a lower $Q$ raises $\sigma$, as the $30$ eV row shows.

\emph{Binding energy.} The relaxed ion has $-54.423$ eV, so $\Delta$SCF gives $B=77.870-54.423=23.45$ eV. Full configuration interaction (FCI) in the cc-pVQZ basis gives $-78.979$ eV for the atom, $B=24.56$ eV and $U=39.49$ eV. These are not converged in the basis: cc-pV5Z gives $B=24.58$ eV, and the basis limit is $-79.014$ eV, $B=24.59$ eV, $U=39.51$ eV, which lowers each entry of the FCI column by about $0.001$ \AA$^2$ or less. Relaxation lowers the Koopmans value by $24.98-23.45=1.53$ eV and correlation restores $24.56-23.45=1.11$ eV ($1.14$ eV at the basis limit), so the Koopmans $B$ is the nearer of the two HF values to FCI. Relative to the HF column the maximum rises by 3\% with FCI inputs and by 12\% with the $\Delta$SCF $B$. At $30$ eV the rises are 13\% (11\% with basis-limit inputs) and 53\%: by (\ref{thr}) $\sigma$ there follows $(T-B)/[B^3(u+2)]$, and $T-B$ grows from $5.02$ eV to $5.44$ and $6.55$ eV while $B$ falls.

\emph{Denominator.} Replacing $t+u+1$ by the Born value $t$ raises the maximum to $0.613$ \AA$^2$, 70\% above BEB, and moves it to $73$ eV. Among the variations tried, the largest effect on the maximum comes from the energy gain $U+B$ of M2, which is assumed, and which neither the Mott formula nor the leading Bethe terms constrain, because $(t+u+1)/t\to1$ at high energy.

\section*{Calculated quantities}
\begin{verbatim}
Mott T=100 eV: eta = 0.3689, cosine at W=25 eV = 0.9190
Mott T=100 eV, W=25 eV: (cos->1)/exact = 0.9665
binary encounter, U/T1=0.3: quadrature/formula, E/T1 in 0.10-0.60 = 1.00000
binary encounter, U/T1=0.3: quadrature/formula, E/T1 in 0.72-0.96 = 0.627
H: Ni = 0.4350, Mi2 = 0.2834, Q = 0.5668, QN/Ni = 1.3031
H Born Fano slope = 0.2835, constant = 1.2565
H Born stopping slopes: ionisation 1.4351, discrete 0.5650
H Born [E^2 T/pi dsig/dE - 1] E/U at E=800 B: 1.3415
H ansatz stopping slope: a=1 gives 1.4351, a=2-Ni gives 2.0002
H 1000 eV sigma (A^2): Born 0.1167, Q=1 0.1434, Q exact 0.1188
He HF grid: E = -77.8703 eV, B = 24.9788 eV, U = 38.9351 eV
He HF Gaussians: E = -77.8703 eV, B = 24.9788 eV, U = 38.9351 eV
He+ E = -54.4228 eV, Delta-SCF B = 23.4475 eV
He FCI/cc-pVQZ: E = -78.979 eV, B = 24.556 eV, U = 39.486 eV
He TDHF: sum f = 2.00000, first line 21.687 eV with f = 0.2519
He polarizability (A^3): TDHF 0.1959, finite field 0.1959
He TDHF: Ni = 1.604, Ni/N = 0.802, Mi2 = 0.499, Q = 0.917
He QN/Ni = 1.143, Mi2 implied by Q=1: 0.545
effective exponent m: H 2.87, He 2.33
R = 13.6057 eV, 4 pi a0^2 = 3.5189 A^2, S = 2.0880 A^2, u = 1.5587
T=100 eV: t = 4.0034, ln t = 1.3871, t+u+1 = 6.5621
T=100 eV: dipole term = 0.6503, 1-1/t = 0.7502
T=100 eV: ln t/(t+1) = 0.2772, brace = 1.1233
T=100 eV: sigma BEB = 0.3574 A^2 = 1.2764 a0^2
T=100 eV, W =  0.00 eV: dsigma/dW = 0.02830 A^2/eV
T=100 eV, W = 10.00 eV: dsigma/dW = 0.01177 A^2/eV
T=100 eV, W = 25.00 eV: dsigma/dW = 0.00533 A^2/eV
T=100 eV, W = 37.51 eV: dsigma/dW = 0.00429 A^2/eV
threshold slope = 0.01174 A^2/eV
T (eV), sigma (A^2): HF Q=1 | HF, TDHF Q | Delta-SCF B | FCI B,U
   30  0.0623 | 0.0649 | 0.0952 | 0.0702
   50  0.2425 | 0.2428 | 0.2891 | 0.2533
  100  0.3574 | 0.3527 | 0.4022 | 0.3679
  200  0.3297 | 0.3234 | 0.3631 | 0.3377
  500  0.2129 | 0.2076 | 0.2314 | 0.2176
 1000  0.1338 | 0.1299 | 0.1447 | 0.1366
maximum, HF Q=1: 0.3609 A^2 at 116.9 eV
maximum, HF TDHF Q: 0.3556 A^2 at 115.4 eV
maximum, Delta-SCF B: 0.4039 A^2 at 111.1 eV
maximum, FCI B,U: 0.3709 A^2 at 115.6 eV
maximum, HF, denominator t: 0.6129 A^2 at 73.0 eV
maximum, HF Q=1: 1.2887 a0^2 at t = 4.682
\end{verbatim}
